# How surface states divide the applied potential at a semiconductor electrode: a program that tests the result

```python
"""Division of applied potential at an n-type semiconductor electrode.

Result under test, for slow changes of the applied potential V:
    d(phi)/dV = C_H / (C_H + C_sc + C_ss)
phi  : space-charge potential drop, bulk minus surface (V)
V    : applied potential measured from flat band (V)
C_H  : Helmholtz capacitance; C_sc : space-charge capacitance
C_ss : capacitance of surface states with uniform density D in a finite
       energy window, in equilibrium with the bulk Fermi level
The independent side is a discretized Poisson equation with an explicit sum
over surface levels. SI units inside; energies of surface levels in eV.
"""
import numpy as np
from scipy.constants import e, k, epsilon_0
from scipy.linalg import solve_banded
from scipy.special import expit

# Chosen model parameters
temperature = 300.0
relative_permittivity = 10.0
donors = 1.0e23              # m^-3
C_H = 0.20                   # F m^-2
density = 1.0e18             # surface states, m^-2 eV^-1
fermi_depth = 0.10           # bulk Fermi level below conduction edge, eV
window_top = 0.50            # depth below surface conduction edge, eV
window_bottom = 1.00

VT = k * temperature / e
permittivity = relative_permittivity * epsilon_0
debye = np.sqrt(permittivity * VT / (e * donors))
charge_unit = e * donors * debye
phi_enter = window_top - fermi_depth
phi_leave = window_bottom - fermi_depth
micro = 100.0                # F m^-2 to microfarad cm^-2

# ---------- Independent numerical model ----------
nodes = 2501
h = 25.0 / (nodes - 1)       # grid spacing in Debye lengths
level_count = 500
level_width = (window_bottom - window_top) / level_count
level_depths = window_top + (np.arange(level_count) + 0.5) * level_width
flat_occupancy = expit((level_depths - fermi_depth) / VT)


def level_sum(phi, D):
    """Charge gained since flat band, and its slope, from discrete levels."""
    occupancy = expit((level_depths - fermi_depth - phi) / VT)
    charge = e * D * level_width * np.sum(flat_occupancy - occupancy)
    slope = e * D * level_width * np.sum(occupancy * (1 - occupancy)) / VT
    return charge, slope


def solve_profile(V, start, D, frozen_charge=None):
    """Newton solution for v(x) = e*(phi_bulk - phi(x))/kT."""
    v = start.copy()
    for _ in range(80):
        if frozen_charge is None:
            state_charge, state_slope = level_sum(v[0] * VT, D)
        else:
            state_charge, state_slope = frozen_charge, 0.0
        field = (C_H * (V - v[0] * VT) - state_charge) / charge_unit
        field_slope = -(C_H + state_slope) * VT / charge_unit
        electrons = np.exp(-v)
        residual = np.empty(nodes)
        residual[0] = v[1] - v[0] + h * field - h**2 * (1 - electrons[0]) / 2
        residual[1:-1] = (v[:-2] - 2 * v[1:-1] + v[2:]
                          - h**2 * (1 - electrons[1:-1]))
        residual[-1] = v[-1]
        bands = np.zeros((3, nodes))
        bands[0, 1:] = 1.0
        bands[1] = -2.0 - h**2 * electrons
        bands[1, 0] = -1.0 + h * field_slope - h**2 * electrons[0] / 2
        bands[1, -1] = 1.0
        bands[2, :-2] = 1.0
        step = solve_banded((1, 1), bands, -residual)
        v += step
        if np.max(np.abs(step)) < 1e-8:
            return v
    raise AssertionError("Poisson iteration did not converge")


def ramp(V, D):
    """Reach V from flat band in small steps."""
    v = np.zeros(nodes)
    for value in np.linspace(0.0, V, int(np.ceil(V / 0.025)) + 1)[1:]:
        v = solve_profile(value, v, D)
    return v


def numerical_share(V, v, D, frozen_charge=None):
    """Finite-difference share of a small change taken by the space charge."""
    delta = 5e-4
    upper = solve_profile(V + delta, v, D, frozen_charge)[0]
    lower = solve_profile(V - delta, v, D, frozen_charge)[0]
    return (upper - lower) * VT / (2 * delta)


# ---------- Derived formulas ----------
def space_charge(phi):
    v = phi / VT
    return np.sqrt(2 * permittivity * VT * e * donors * (v - 1 + np.exp(-v)))


def space_capacitance(phi):
    v = phi / VT
    return (permittivity / debye * (1 - np.exp(-v))
            / np.sqrt(2 * (v - 1 + np.exp(-v))))


def state_capacitance(phi, D):
    bottom = expit((window_bottom - fermi_depth - phi) / VT)
    top = expit((window_top - fermi_depth - phi) / VT)
    return e * D * (bottom - top)


def state_electrons(phi, D):
    return D * VT * (np.logaddexp(0, (phi_leave - phi) / VT)
                     - np.logaddexp(0, (phi_enter - phi) / VT))


def applied_potential(phi, D):
    state_charge = e * (state_electrons(0.0, D) - state_electrons(phi, D))
    return phi + (space_charge(phi) + state_charge) / C_H


def share_formula(phi, D):
    return C_H / (C_H + space_capacitance(phi) + state_capacitance(phi, D))


gamma = 1 + e * density / C_H
V0 = 2 * e * permittivity * donors / C_H**2
edge_shift = (gamma - 1) * (phi_leave - phi_enter)
V_enter = phi_enter + np.sqrt(V0 * (phi_enter - VT))
V_leave = phi_leave + np.sqrt(V0 * (phi_leave - VT)) + edge_shift


def closed_form(V):
    """Space-charge drop for sharp occupancy: returns phi, X, s."""
    if V < V_enter:
        factor, X = 1.0, V - VT
    elif V < V_leave:
        factor, X = gamma, V + (gamma - 1) * phi_enter - gamma * VT
    else:
        factor, X = 1.0, V - edge_shift - VT
    s = (-np.sqrt(V0) + np.sqrt(V0 + 4 * factor * X)) / (2 * factor)
    return s**2 + VT, X, s


print(f"Temperature: {temperature:.0f} K; kT/e: {VT:.5f} V")
print(f"Relative permittivity: {relative_permittivity:.0f}")
print(f"Donor density: {donors / 1e6:.1e} cm^-3")
print(f"Surface-state density D: {density / 1e4:.1e} cm^-2 eV^-1")
print(f"Bulk Fermi depth: {fermi_depth:.2f} eV")
print(f"Window depths: {window_top:.2f} to {window_bottom:.2f} eV")
print(f"Debye length: {debye * 1e9:.2f} nm")
print(f"C_H: {C_H * micro:.2f} microF cm^-2")
print(f"e^2 D: {e * density * micro:.3f} microF cm^-2")
print(f"gamma: {gamma:.4f}; 1/gamma: {1 / gamma:.4f}")
print(f"V0: {V0:.4e} V; sqrt(V0): {np.sqrt(V0):.5f} V^(1/2)")
print(f"Window entered at phi = {phi_enter:.2f} V, V = {V_enter:.4f} V")
print(f"Window left at phi = {phi_leave:.2f} V, V = {V_leave:.4f} V")

# Shares and charges before, at the edge of, inside and beyond the window
cases = [("before", 0.20), ("edge", applied_potential(phi_enter, density)),
         ("inside", 0.85), ("beyond", 1.55)]
for name, V in cases:
    v = ramp(V, density)
    phi = v[0] * VT
    counted = charge_unit * h * (np.sum(1 - np.exp(-v))
                                 - (1 - np.exp(-v[0])) / 2)
    assert abs(counted / space_charge(phi) - 1) < 2e-4
    share = numerical_share(V, v, density)
    predicted = share_formula(phi, density)
    assert abs(share - predicted) < 1e-4
    print(f"[{name}] V: {V:.4f} V; phi: {phi:.4f} V; "
          f"Helmholtz change: {V - phi:.4f} V")
    print(f"  C_sc: {space_capacitance(phi) * micro:.4f}, "
          f"C_ss: {state_capacitance(phi, density) * micro:.4f} microF cm^-2")
    print(f"  space-charge share: Poisson {share:.5f}, formula {predicted:.5f}")
    if name != "edge":
        sharp_phi, X, s = closed_form(V)
        assert abs(sharp_phi - phi) < 3e-5
        print(f"  closed form: X {X:.5f} V, s {s:.5f} V^(1/2), "
              f"phi {sharp_phi:.5f} V")
    if name == "inside":
        stored, _ = level_sum(phi, density)
        fast = numerical_share(V, v, density, stored)
        fast_formula = C_H / (C_H + space_capacitance(phi))
        assert abs(fast - fast_formula) < 1e-4
        print(f"  fast-step share, frozen states: Poisson {fast:.5f}, "
              f"formula {fast_formula:.5f}")
        bare = ramp(V, 0.0)[0] * VT
        bare_s = (-np.sqrt(V0) + np.sqrt(V0 + 4 * (V - VT))) / 2
        assert abs(bare - bare_s**2 - VT) < 3e-5
        print(f"  phi at the same V without states: {bare:.4f} V")
    if name == "beyond":
        measured_shift = V - phi - counted / C_H
        assert abs(measured_shift - edge_shift) < 3e-5
        print(f"Band-edge shift from emptied window: Poisson "
              f"{measured_shift:.4f} eV, formula {edge_shift:.4f} eV")

# Whole curve: exact implicit law and thermal error of the closed form
v = np.zeros(nodes)
worst_implicit, worst_closed, worst_at = 0.0, 0.0, 0.0
for V in np.arange(1, 77) * 0.025:
    v = solve_profile(V, v, density)
    if V < 0.099:
        continue
    phi = v[0] * VT
    worst_implicit = max(worst_implicit,
                         abs(applied_potential(phi, density) - V))
    error = abs(closed_form(V)[0] - phi)
    if error > worst_closed:
        worst_closed, worst_at = error, V
thermal_bound = (gamma - 1) * VT * np.log(2)
assert worst_implicit < 1e-5
assert worst_closed < thermal_bound + 3e-5
print(f"Scan of V from 0.10 to {V:.2f} V in steps of 0.025 V:")
print(f"  largest error of implicit law: {worst_implicit:.1e} V")
print(f"  largest closed-form error: {worst_closed * 1e3:.2f} mV "
      f"at V = {worst_at:.3f} V")
print(f"  thermal bound: {thermal_bound * 1e3:.2f} mV")

# Dependence on density at one space-charge drop in the middle of the window
phi_middle = (phi_enter + phi_leave) / 2
half_density = (C_H - space_capacitance(phi_middle)) / e
print(f"Density for equal division at phi = {phi_middle:.2f} V: "
      f"{half_density / 1e4:.4e} cm^-2 eV^-1")
shares = []
for D in (0.0, 1e17, 1e18, half_density, 1e19):
    V = applied_potential(phi_middle, D)
    v = ramp(V, D)
    assert abs(v[0] * VT - phi_middle) < 1e-5
    share = numerical_share(V, v, D)
    assert abs(share - share_formula(phi_middle, D)) < 1e-4
    if D == half_density:
        assert abs(share - 0.5) < 1e-4
    shares.append(share)
    print(f"  D {D / 1e4:.3e} cm^-2 eV^-1: V {V:.4f} V, "
          f"Poisson space-charge share {share:.5f}")
assert np.all(np.diff(shares) < 0)

print("success")
```

It prints:

```
Temperature: 300 K; kT/e: 0.02585 V
Relative permittivity: 10
Donor density: 1.0e+17 cm^-3
Surface-state density D: 1.0e+14 cm^-2 eV^-1
Bulk Fermi depth: 0.10 eV
Window depths: 0.50 to 1.00 eV
Debye length: 11.95 nm
C_H: 20.00 microF cm^-2
e^2 D: 16.022 microF cm^-2
gamma: 1.8011; 1/gamma: 0.5552
V0: 7.0930e-05 V; sqrt(V0): 0.00842 V^(1/2)
Window entered at phi = 0.40 V, V = 0.4052 V
Window left at phi = 0.90 V, V = 1.3084 V
[before] V: 0.2000 V; phi: 0.1965 V; Helmholtz change: 0.0035 V
  C_sc: 0.2038, C_ss: 0.0061 microF cm^-2
  space-charge share: Poisson 0.98962, formula 0.98962
  closed form: X 0.17415 V, s 0.41312 V^(1/2), phi 0.19652 V
[edge] V: 0.4195 V; phi: 0.4000 V; Helmholtz change: 0.0195 V
  C_sc: 0.1377, C_ss: 8.0109 microF cm^-2
  space-charge share: Poisson 0.71052, formula 0.71051
[inside] V: 0.8500 V; phi: 0.6462 V; Helmholtz change: 0.2038 V
  C_sc: 0.1069, C_ss: 16.0197 microF cm^-2
  space-charge share: Poisson 0.55361, formula 0.55361
  closed form: X 1.12387 V, s 0.78760 V^(1/2), phi 0.64617 V
  fast-step share, frozen states: Poisson 0.99468, formula 0.99468
  phi at the same V without states: 0.8424 V
[beyond] V: 1.5500 V; phi: 1.1406 V; Helmholtz change: 0.4094 V
  C_sc: 0.0798, C_ss: 0.0015 microF cm^-2
  space-charge share: Poisson 0.99596, formula 0.99596
  closed form: X 1.12360 V, s 1.05580 V^(1/2), phi 1.14056 V
Band-edge shift from emptied window: Poisson 0.4005 eV, formula 0.4005 eV
Scan of V from 0.10 to 1.90 V in steps of 0.025 V:
  largest error of implicit law: 3.2e-07 V
  largest closed-form error: 9.31 mV at V = 0.400 V
  thermal bound: 14.35 mV
Density for equal division at phi = 0.65 V: 1.2416e+14 cm^-2 eV^-1
  D 0.000e+00 cm^-2 eV^-1: V 0.6567 V, Poisson space-charge share 0.99470
  D 1.000e+13 cm^-2 eV^-1: V 0.6767 V, Poisson space-charge share 0.92129
  D 1.000e+14 cm^-2 eV^-1: V 0.8569 V, Poisson space-charge share 0.55361
  D 1.242e+14 cm^-2 eV^-1: V 0.9053 V, Poisson space-charge share 0.50003
  D 1.000e+15 cm^-2 eV^-1: V 2.6594 V, Poisson space-charge share 0.11092
success
```
